# Does a 140 ns positronium lifetime prove giant pores?

**Question**

I use positron annihilation lifetime spectroscopy on porous organosilicate low-k films. The film is about 500 nm thick, has no cap, and should have pores of about 3 nm. The fit nevertheless contains a strong component near 140 ns. The usual conversion from lifetime to pore size turns this into pores hundreds of nanometres wide. Must I conclude that the film contains such voids? If not, what would settle the matter?

**Answer**

No. Orthopositronium (o-Ps, the spin-triplet bound state of an electron and a positron) lives 142 ns in vacuum. If it diffuses out through connected small pores, it decays outside the film with that lifetime. The conversion to pore size assumes that it decayed inside a closed pore, and the lifetime alone cannot tell you whether it did.

**What a closed pore would have to be**

I take the vacuum decay rate from quantum electrodynamics, $\lambda_T=7.040\ \mu\mathrm{s}^{-1}$, so $1/\lambda_T=142.05$ ns. In a pore, the positron can also annihilate with an electron of the wall. The standard model is a box of side $a$ with hard walls. Within $\delta=0.18$ nm of a wall, an empirical length, the rate is the spin average $\lambda_A=(\lambda_S+3\lambda_T)/4=2.002\ \mathrm{ns}^{-1}$, where $\lambda_S$ is the parapositronium rate, taken to first order in the fine-structure constant. Elsewhere it is $\lambda_T$. Pore sizes below are box sides $a$, which include both wall layers; the free width between the layers is $2\delta=0.36$ nm smaller.

Along one axis, level $i$ has density $(2/a)\sin^2(i\pi x/a)=(1/a)[1-\cos(2\pi ix/a)]$. The two wall layers together hold the share

$$q_i=\frac2a\int_0^\delta\left[1-\cos\frac{2\pi ix}{a}\right]dx=\frac{2\delta}{a}-\frac{\sin(2\pi i\delta/a)}{\pi i}.$$

The level energy is $\beta i^2/a^2$, with $\beta=h^2/(8M)=0.188$ eV nm² and $M=2m_e$. Let $q$ be the average of $q_i$ with Boltzmann weights, which assumes that o-Ps changes levels much faster than it decays. The energies of the three axes add, so their weights factorize, and the probability of being outside all wall layers is $(1-q)^3$. Hence

$$\lambda_f=\lambda_A-(\lambda_A-\lambda_T)(1-q)^3 .$$

For $a=3$ nm at 300 K, $q=0.00352$ and $1-(1-q)^3=0.0105$. The rate is $0.00704+1.995\times0.0105=0.0280\ \mathrm{ns}^{-1}$, a lifetime of 35.7 ns.

For a large pore, set $\epsilon=\beta/(a^2k_BT)\ll1$ and $\theta=2\pi x/a$. Replacing the sum over all integers by a Gaussian integral, then removing the $i=0$ term and halving, gives

$$\sum_{i\ge1}e^{-\epsilon i^2}\cos i\theta\simeq\tfrac12\sqrt{\pi/\epsilon}\,e^{-\theta^2/4\epsilon}-\tfrac12 .$$

The same sum at $\theta=0$ is the normalization. Since $\theta^2/4\epsilon=\kappa^2x^2$, with $\kappa^2=\pi^2k_BT/\beta=2Mk_BT/\hbar^2$,

$$q\simeq\frac{2}{a-\sqrt\pi/\kappa}\int_0^\delta\left(1-e^{-\kappa^2x^2}\right)dx\approx\frac{2\kappa^2\delta^3}{3a}.$$

The last step uses $\kappa\delta=1.165\times0.18=0.21\ll1$ and $a\gg1/\kappa$. With $1-(1-q)^3\approx3q$, the excess rate is

$$\lambda_f-\lambda_T\approx\frac{2(\lambda_A-\lambda_T)\kappa^2\delta^3}{a}\approx\frac{0.0316\ \mathrm{nm/ns}}{a}.$$

A lifetime of 140 ns needs an excess of $1/140-1/142.05=1.03\times10^{-4}\ \mathrm{ns}^{-1}$, so $a\approx307$ nm; the full level sum gives 304 nm. The slow $1/a$ law also makes the conversion very sensitive here:

| Closed pore side (nm) | Lifetime (ns) |
|---|---|
| 3 | 35.7 |
| 10 | 93.4 |
| 30 | 122.9 |
| 100 | 135.9 |
| 300 | 140.0 |

Changing the lifetime from 140 to 138 ns halves the inferred side, from 304 to 152 nm.

**What escape does to the spectrum**

Let $z$ be the depth below the free surface and $L$ the film thickness. Let $n(z,t)$ be the o-Ps density per unit depth, normalized to one o-Ps formed in the film. With diffusion coefficient $D$,

$$\partial_t n=D\,\partial_z^2n-\lambda_f n,\qquad \frac{dN_v}{dt}=J-\lambda_TN_v,\qquad J=D\,\partial_zn|_{z=0}.$$

Here $N_v$ is the number in vacuum. I assume that the substrate reflects o-Ps and that none returns from vacuum. For an open surface, $n(0,t)=0$ and $\partial_zn(L,t)=0$. The film modes are therefore $\sin k_mz$ with $k_m=(m+\tfrac12)\pi/L$, $m=0,1,\dots$, and they decay at rates $\lambda_f+Dk_m^2$. All these rates exceed $\lambda_T$, because $\lambda_f>\lambda_T$.

Solving the vacuum equation from $N_v(0)=0$ gives

$$N_v(t)=e^{-\lambda_Tt}\int_0^tJ(s)e^{\lambda_Ts}ds=Ae^{-\lambda_Tt}-e^{-\lambda_Tt}\int_t^\infty J(s)e^{\lambda_Ts}ds,$$

with $A=\int_0^\infty J e^{\lambda_Ts}ds$. The last term decays at the film rates. Within this model, the slowest component thus has exactly the vacuum lifetime for any pore size, provided some o-Ps escapes. Pore size affects its intensity $A$.

To find $A$ for o-Ps born at depth $z$, define $g(y)=\int_0^\infty n(y,t)e^{\lambda_Tt}dt$. Multiply the diffusion equation by $e^{\lambda_Tt}$ and integrate over time. By parts, the left side becomes $-\delta(y-z)-\lambda_Tg$, where $\delta(y-z)$ is the Dirac function, so

$$Dg''-(\lambda_f-\lambda_T)g=-\delta(y-z),\qquad A=Dg'(0).$$

To include a partly closed surface, let o-Ps leave with exit velocity $w$: $Dg'(0)=wg(0)$, or $g(0)=b\,g'(0)$ with $b=D/w$. An open surface has $b=0$. Choose a function $u$ with $Du''=(\lambda_f-\lambda_T)u$, $u'(L)=0$ and $u(0)-bu'(0)=1$. Multiply the equation for $g$ by $u$ and integrate over the film. Two integrations by parts leave the surface terms:

$$-u(z)=D[ug'-u'g]_0^L=-Dg'(0)\,[u(0)-bu'(0)]=-A .$$

Thus $A=u(z)$. The conditions on $u$ give

$$A(z)=\frac{\cosh[(L-z)/\ell']}{\cosh(L/\ell')+(b/\ell')\sinh(L/\ell')},\qquad \ell'=\sqrt{\frac{D}{\lambda_f-\lambda_T}} .$$

The true escape probability is $\int_0^\infty J\,dt$, without the exponential factor. It follows by replacing $\lambda_f-\lambda_T$ with $\lambda_f$, and it is smaller than $A$, because a fit extrapolates late arrivals back to time zero. For an open surface and $L\ll\ell'$, $A$ approaches 1. For a thick film, $A\approx e^{-z/\ell'}/(1+b/\ell')$, or $e^{-z/\ell'}$ for an open surface: the component weakens with depth, but its lifetime stays put.

**Numbers for a film like yours**

Take $L=500$ nm, cubic 3 nm pores, density 1 g/cm³ and $D=0.05$ cm²/s $=5000$ nm²/ns. Then $\ell'=\sqrt{5000/(0.02804-0.00704)}=488$ nm. For 2 keV positrons, the rough range rule $40E^{1.6}/\rho$ (nm, with $E$ in keV and $\rho$ in g/cm³) gives a mean depth of 121 nm. At that depth,

$$A=\frac{\cosh(379/488)}{\cosh(500/488)}\approx0.84 .$$

Averaging over a Makhov profile, $p(z)\propto z\,e^{-(z/z_0)^2}$ with $z_0$ set by the mean depth, gives 0.844, and the escape probability is 0.809. A numerical time evolution of film plus vacuum gives the same 0.844 and a late lifetime of 142.05 ns. So 3 nm pores can produce a dominant component at the vacuum lifetime.

The short component is misleading too. Its slowest film mode has rate

$$\lambda_f+\frac{D\pi^2}{4L^2}=0.0280+0.0494=0.0774\ \mathrm{ns}^{-1},$$

or 12.9 ns, because o-Ps is lost by escape as well as by decay. I simulated a spectrum with $10^6$ o-Ps and 50 background counts per 2 ns bin, with counting noise but no instrumental resolution. A fit of two exponentials and a background from 16 ns onward returned $142.1\pm0.3$ ns and $12.7\pm0.3$ ns. Read as closed-pore lifetimes, the first lies at the limit of an infinitely large pore, within its error, and the second gives 1.84 nm pores. The simulated film has neither.

**What would settle it**

Deposit a tight cap and measure again. Closed giant pores keep their long lifetime; connected small pores lose the escape component and show the pore lifetime. With a uniform leak, the film mode is $\cos[k(L-z)]$, and the surface condition gives $k\tan kL=1/b$. For a weak leak $k^2\approx1/(bL)$, so the leak adds about $D/(bL)$ to $\lambda_f$.

In the example, reducing $A$ to 1 % at the same implantation profile requires $b=5.3\times10^4$ nm. With $w$ equal to a quarter of the mean thermal speed times the share of surface hits let through, that share is about $5\times10^{-6}$. The cap must therefore be very tight. A fit to the simulated capped film gives $35.3\pm0.1$ ns, hence 2.98 nm, close to the 3 nm put in.

A long component that survives capping still needs care, since o-Ps formed at the outer surface of the cap also decays in vacuum. For the same reason, 140 ns in an uncapped film does not by itself prove that pores are connected.

Varying the positron energy helps as well. For the open film, $A$ is 0.941, 0.844 and 0.721 at 1, 2 and 4 keV, counting only o-Ps formed in the film. Closed pores spread evenly through the depth would show no such fall. Closed pores concentrated near the surface could, so the cap is the more direct test. In a measured spectrum, compare the long component with the total o-Ps intensity of the film, not with the number of positrons: at 4 keV about 23 % of the positrons in this profile pass through the film, which lowers the raw intensity for closed pores too.

**How far to trust the model**

The parameters are rough values for a porous organosilicate film. $D$ is the least certain, since it depends on the necks between pores. With $D$ ten times smaller and the rest fixed, $A$ falls to 0.495, while the vacuum lifetime is unchanged. Real connected pores are not closed cubes. Treating them as long channels, confined along two axes, raises the pore lifetime from 35.7 to 47.5 ns and $A$ to 0.886. For the cube, o-Ps still at 600 K would give 25.7 ns, and a wall layer thicker by 0.01 nm would give 31.6 ns. A surface skin that passes 1 % of hits lowers $A$ only to 0.811.

The fitted vacuum lifetime can also shift if o-Ps reaches the chamber wall. At speed $v$ and wall distance $R$, a fraction $e^{-\lambda_TR/v}$ gets there. If it annihilates on arrival, the mean life in vacuum is $(1-e^{-\lambda_TR/v})/\lambda_T$. For $R=5$ cm, averaging over o-Ps that leaves like a free thermal gas at 300 K gives 138 ns; at 1 eV the mean life is 81 ns. O-Ps from 3 nm pores is somewhat faster than the free gas, because its confinement energy, at least $3\beta/a^2=0.063$ eV, becomes kinetic energy in vacuum. Its mean life is therefore at most 137 ns, the value for 0.063 eV alone. How much shorter depends on the emitted energy distribution: the same formula gives 135 ns for Boltzmann-weighted box levels and about 130 ns if 0.063 eV is added to the free-gas energies. These are mean lives, not fitted lifetimes, since the decay is then no longer a single exponential. Annihilation at the wall adds late counts, so a fit can come out below or above 142 ns, depending on the time window and the treatment of the background. A value slightly below 142 ns is therefore no proof of a large closed pore either.

The numerical output below lists the main values used here; the others follow from them by the formulas and arithmetic shown.

## Computed values

```
vacuum ortho-Ps rate              7.0400 1/us
vacuum ortho-Ps lifetime          142.05 ns
three-photon integral             0.869604 (pi^2-9 = 0.869604)
para-Ps rate                      7.985 1/ns
wall-layer rate lam_A             2.002 1/ns
inputs: T 300 K, wall layer 0.18 nm, pore side 3.0 nm
inputs: L 500 nm, D 0.05 cm2/s = 5000 nm2/ns
inputs: 1.0 g/cm3, 2.0 keV
mean implantation depth           121 nm (untruncated)
box constant beta                 0.1880 eV nm2
kappa at 300 K                    1.165 1/nm
wall-layer share per axis, 3 nm   0.00352
closed pore   1.5 nm: lifetime     7.33 ns
closed pore   3.0 nm: lifetime     35.67 ns
closed pore  10.0 nm: lifetime     93.35 ns
closed pore  30.0 nm: lifetime     122.94 ns
closed pore 100.0 nm: lifetime     135.94 ns
closed pore 300.0 nm: lifetime     139.97 ns
closed-pore side for 140 ns       304 nm
closed-pore side for 138 ns       152 nm
level-sum shift, 2000 to 4000     0.0e+00 ns
film rate lam_f                   0.02804 1/ns
length sqrt(D/lam_f)              422 nm
length sqrt(D/(lam_f-lam_T))      488 nm
escape probability                0.8091
vacuum intensity, formula         0.8443
vacuum intensity, time evolution  0.8443
grid shift, 200 to 400 cells      1.2e-06
late lifetime, time evolution     142.05 ns
vacuum intensity at 1, 2, 4 keV   0.941, 0.844, 0.721
slowest film mode, open film      12.92 ns
spectra: 1e+06 Ps, 50 background counts per 2 ns bin
fit from 16 ns, open: long        142.10 +- 0.29 ns
fit, open: long intensity         0.8450 +- 0.0013
fit, open: short                  12.73 +- 0.30 ns
pore side misread from short      1.84 nm
cap leaving 1 % intensity: b      5.28e+04 nm
  share of surface hits let out   5.0e-06
slowest film mode, capped         35.43 ns
fit, capped: pore lifetime        35.34 +- 0.10 ns
pore side from capped film        2.98 nm
channel pores: lifetime           47.5 ns
channel pores: vacuum intensity   0.886
Ps at 600 K: pore lifetime        25.7 ns
wall layer +0.01 nm: lifetime     31.6 ns
D ten times smaller: intensity    0.495
skin passing 1 % of hits: b       26.3 nm
skin: vacuum intensity            0.811
mean thermal Ps speed             7.61e+04 m/s
reach wall at 5 cm, thermal       0.028
reach wall at 5 cm, 1 eV Ps       0.432
mean vacuum life, wall kills: 300 K 138.1 ns
mean vacuum life, wall kills: 1 eV  80.7 ns
```
